# Zigzag edge band from second-neighbour hopping and the squared adjacency matrix: a numerical check

```python
"""
Result under test: a zigzag edge of a honeycomb sheet with H = -t A - t2 A2
carries an edge band E(k) = 3 t2 + t2 (1 + 2 cos k), 2 pi/3 < k < 4 pi/3,
of width t2, exactly, for 0 < t2 < t/2.
A, A2 : first- and second-neighbour adjacency matrices (Bloch form)
D     : coordination (number of first neighbours), A A = A2 + D
t, t2 : first- and second-neighbour hopping (eV)
k     : wavevector along the edge times the lattice constant a
c     : 2 cos(k/2);  a ribbon has n zigzag lines, 2n atoms per cell
Matrices are built from atomic positions by sorting distances into shells.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

t, t2, a_nm = 2.7, 0.1, 0.246      # rough typical values for graphene
t3, overlap = 0.2, 0.1             # rough sizes of neglected terms
repulsion, edge_pot = 2.7, 0.05    # rough Hubbard U; trial edge potential
pi = np.pi
WIDE = 240


@lru_cache(maxsize=None)
def geometry(n):
    """Neighbour shells of a ribbon; atoms ordered A0, B0, A1, B1, ..."""
    x, y = [], []
    for m in range(n):
        x += [(m % 2) / 2, ((m + 1) % 2) / 2]
        y += [-m * np.sqrt(3) / 2, -m * np.sqrt(3) / 2 - 1 / (2 * np.sqrt(3))]
    x, y = np.array(x), np.array(y)
    dy = y[None, :] - y[:, None]
    shells = {1: [], 2: [], 3: []}
    radii = {1: 1 / np.sqrt(3), 2: 1.0, 3: 2 / np.sqrt(3)}
    for cell in range(-2, 3):
        dx = x[None, :] + cell - x[:, None]
        dist = np.hypot(dx, dy)
        for s in shells:
            shells[s].append((np.abs(dist - radii[s]) < 1e-6, dx))
    return shells, y[0] - y[-1]


def adjacency(n, shell, k):
    total = sum(mask * np.exp(1j * k * dx)
                for mask, dx in geometry(n)[0][shell])
    assert np.abs(total.imag).max() < 1e-12
    return total.real


def ribbon(n, k, hop1, hop2):
    return -hop1 * adjacency(n, 1, k) - hop2 * adjacency(n, 2, k)


def top_edge_state(n, k, hop1, hop2, top=0.0, bottom=None):
    """State with most weight on the top edge atom; the bottom edge gets
    a potential that separates its own edge state in energy."""
    h = ribbon(n, k, hop1, hop2)
    h[0, 0] += top
    h[-1, -1] += hop2 if bottom is None else bottom
    e, v = np.linalg.eigh(h)
    i = np.argmax(v[0] ** 2)
    return e[i], v[:, i] * np.sign(v[0, i]), e


def band(k, hop2):
    return 3 * hop2 + hop2 * (1 + 2 * np.cos(k))


# --- walk-counting identity, and a bearded edge where it fails
n_small, k_test = 8, 0.8 * pi
A0 = adjacency(n_small, 1, 0.0)
coord = A0.sum(axis=1)
for k in (0.0, 0.37, k_test):
    A, A2 = adjacency(n_small, 1, k), adjacency(n_small, 2, k)
    assert np.allclose(A @ A, A2 + np.diag(coord), atol=1e-12)
Ab = np.delete(np.delete(A, 0, 0), 0, 1)
A2b = np.delete(np.delete(A2, 0, 0), 0, 1)
Db = np.diag(np.delete(np.delete(A0, 0, 0), 0, 1).sum(axis=1))
bearded_error = np.abs(Ab @ Ab - Db - A2b).max()
assert bearded_error > 0.5

# --- zero mode of the first-neighbour problem and its expectation value
c = 2 * np.cos(k_test / 2)
e_zero, v_zero, _ = top_edge_state(WIDE, k_test, t, 0.0, bottom=1.0)
rows = np.arange(20)
assert abs(e_zero) < 1e-9
assert np.allclose(v_zero[0:40:2] / v_zero[0], (-c) ** rows, atol=1e-8)
assert np.abs(v_zero[1::2]).max() < 1e-8
edge_weight = v_zero[0] ** 2
assert abs(edge_weight - (1 - c * c)) < 1e-9
mean_energy = -t2 * v_zero @ adjacency(WIDE, 2, k_test) @ v_zero
assert abs(mean_energy - band(k_test, t2)) < 1e-9

# --- full diagonalization against the dispersion, weak and strong t2
k_table = np.array([0.69, 0.75, 0.80, 0.90, 1.00]) * pi
levels = []
for k in k_table:
    e, _, spectrum = top_edge_state(WIDE, k, t, t2)
    levels.append(e)
    assert abs(e - band(k, t2)) < 1e-6
    # potential t2 on the bottom edge makes that edge flat at 3 t2
    assert np.abs(spectrum - 3 * t2).min() < 1e-6
strong = 0.4 * t
for k in (0.75 * pi, 0.85 * pi, 1.2 * pi):
    assert abs(top_edge_state(WIDE, k, t, strong)[0] - band(k, strong)) < 1e-7

# --- edge level lies in the gap of the bulk states with the same k
q = np.linspace(0, 2 * pi, 2001)
for k, hop2 in [(k, t2) for k in k_table] + [(0.75 * pi, strong)]:
    ck = 2 * np.cos(k / 2)
    second = -hop2 * (2 * np.cos(k) + 2 * ck * np.cos(q))
    first = t * np.abs(ck + np.exp(1j * q))
    assert (second - first).max() < band(k, hop2) < (second + first).min()


# --- exact wavefunction: fixed sublattice ratio r, two decay factors
def decay(k, hop2):
    ck = 2 * np.cos(k / 2)
    g = hop2 * ck / t
    r = (-1 + np.sqrt(1 - 4 * g * g)) / (2 * g)
    return r, np.sort(np.roots([1, ck * (1 - r * r), -r * r]))


for k, hop2 in ((k_test, t2), (0.75 * pi, strong)):
    r, lam = decay(k, hop2)
    v = top_edge_state(WIDE, k, t, hop2)[1]
    f = (lam[0] ** (rows + 1) - lam[1] ** (rows + 1)) / (lam[0] - lam[1])
    assert np.allclose(v[0:40:2] / v[0], f, atol=1e-6)
    assert np.allclose(v[1:40:2] / v[0], r * f, atol=1e-6)
r_ex, lam_ex = decay(k_test, t2)


# --- existence: weight on the edge atom survives widening only if bound
def weight_ratio(k, hop2):
    w = [top_edge_state(n, k, t, hop2)[1][0] ** 2 for n in (80, 240)]
    return w[1] / w[0]


ratio_bound = weight_ratio(0.75 * pi, t2)
ratio_outside = weight_ratio(0.60 * pi, t2)
ratio_large_t2 = weight_ratio(0.75 * pi, 0.8 * t)
assert abs(ratio_bound - 1) < 1e-4
assert ratio_outside < 0.6 and ratio_large_t2 < 0.6

# --- bandwidth from the bulk Dirac energy and the level at k = pi
angles = np.arange(6) * pi / 3
dirac = -t2 * np.sum(np.exp(1j * 4 * pi / 3 * np.cos(angles))).real
bandwidth = dirac - levels[-1]
assert abs(dirac - 3 * t2) < 1e-12 and abs(bandwidth - t2) < 1e-9

# --- group velocity by finite difference
dk, kv = 1e-3, 0.75 * pi
slope = (top_edge_state(WIDE, kv + dk, t, t2)[0]
         - top_edge_state(WIDE, kv - dk, t, t2)[0]) / (2 * dk)
assert abs(slope / (-2 * t2 * np.sin(kv)) - 1) < 1e-4
velocity = slope * const.e * a_nm * 1e-9 / const.hbar

# --- trial edge potential, first-order formula
e_pot = top_edge_state(WIDE, k_test, t, t2, top=edge_pot)[0]
e_pot_first = 3 * t2 + (t2 - edge_pot) * (1 + 2 * np.cos(k_test))
assert abs(e_pot - e_pot_first) < 1e-4
depth_pot = dirac - top_edge_state(WIDE, pi, t, t2, top=edge_pot)[0]
assert abs(depth_pot - (t2 - edge_pot)) < 1e-9


# --- overlap and third-neighbour hopping
def extended_level(k, s, hop3, n=60):
    h = ribbon(n, k, t, t2) - hop3 * adjacency(n, 3, k)
    e, v = eigh(h, np.eye(2 * n) + s * adjacency(n, 1, k))
    return e[np.argmax(v[0] ** 2 + v[-1] ** 2)]


shift_s = extended_level(k_test, overlap, 0.0) - band(k_test, t2)
assert abs(shift_s) < 1e-9
shift_t3 = extended_level(k_test, 0.0, t3) - band(k_test, t2)
shift_t3_pi = extended_level(pi, 0.0, t3) - band(pi, t2)

# --- narrow ribbon: splitting between its two edges
n_rib = 12
width_nm = geometry(n_rib)[1] * a_nm


def splitting(n, k, hop2):
    e = np.linalg.eigvalsh(ribbon(n, k, t, hop2))
    return e[n] - e[n - 1]


split_formula = 2 * t * c ** n_rib * (1 - c * c)
assert abs(splitting(n_rib, k_test, 0.0) / split_formula - 1) < 1e-3
split_12 = splitting(n_rib, k_test, t2)
split_24 = splitting(2 * n_rib, k_test, t2)
split_near = splitting(n_rib, 0.70 * pi, t2)
assert abs(split_12 / split_formula - 1) < 0.05

# --- mean-field Hubbard ribbon, opposite spins on opposite edges
kT = const.k * 300 / const.e


def hubbard(n, nk):
    ks = (np.arange(nk) + 0.5) * pi / nk
    h0 = np.array([ribbon(n, k, t, t2) for k in ks])
    up = 0.5 + 0.1 * (-1.0) ** np.arange(2 * n)
    up[0], up[-1] = 0.8, 0.2
    for _ in range(500):
        pot = np.diag(repulsion * (up[::-1] - 0.5))
        e, v = np.linalg.eigh(h0 + pot)
        mu = brentq(lambda m: expit((m - e) / kT).sum() / nk - n,
                    e.min() - 1, e.max() + 1, xtol=1e-13)
        new = np.einsum('kin,kn->i', v ** 2, expit((mu - e) / kT)) / nk
        change = np.abs(new - up).max()
        up = 0.5 * up + 0.5 * new
        if change < 1e-7:
            break
    assert change < 1e-7
    pot = np.diag(repulsion * (up[::-1] - 0.5))
    e_pi = np.linalg.eigvalsh(ribbon(n, pi, t, t2) + pot)
    gap = e[:, n].min() - e[:, n - 1].max()
    return up[0] - up[-1], e_pi[n] - e_pi[n - 1], gap


moment, spin_split, gap = hubbard(n_rib, 40)
moment_f, spin_split_f, gap_f = hubbard(n_rib, 80)
assert spin_split_f > t2
assert abs(spin_split_f - spin_split) < 0.02

# --- printed numbers
hartree = const.physical_constants['Hartree energy in eV'][0]
print(f"first-neighbour hopping t = {t:.2f} eV")
print(f"second-neighbour hopping t' = {t2:.3f} eV")
print(f"lattice constant a = {a_nm:.3f} nm")
print(f"coordination, edge atom = {coord[0]:.0f}, inner = {coord[1]:.0f}")
print(f"bearded edge, largest error of identity = {bearded_error:.3f}")
print(f"at k = 0.80 pi: c = {c:.4f}, edge weight = {edge_weight:.4f}")
print(f"zero-mode mean energy, k = 0.80 pi = {mean_energy:.5f} eV")
print(f"sublattice ratio r, k = 0.80 pi = {r_ex:.5f}")
print(f"decay factors, k = 0.80 pi = {lam_ex[0]:.5f}, {lam_ex[1]:.5f}")
print(f"zigzag lines in wide ribbon = {WIDE}")
for k, e in zip(k_table, levels):
    print(f"k = {k/pi:.2f} pi: diagonalized {e:.5f} eV, "
          f"formula {band(k, t2):.5f} eV")
print(f"Dirac-point energy = {dirac:.5f} eV")
print(f"edge bandwidth = {bandwidth:.5f} eV = {bandwidth/hartree:.6f} hartree")
print(f"edge velocity at k = 0.75 pi = {velocity:.3e} m/s")
print("edge-atom weight, 240 lines over 80 lines:")
print(f"  k = 0.75 pi, t' = {t2:.1f} eV: {ratio_bound:.4f}")
print(f"  k = 0.60 pi, t' = {t2:.1f} eV: {ratio_outside:.4f}")
print(f"  k = 0.75 pi, t' = 0.8 t: {ratio_large_t2:.4f}")
print(f"trial edge potential = {edge_pot:.3f} eV")
print(f"  level at k = 0.80 pi = {e_pot:.5f} eV")
print(f"  first-order formula = {e_pot_first:.5f} eV")
print(f"  depth below Dirac point at k = pi = {depth_pot:.5f} eV")
print(f"overlap s = {overlap:.2f}: |shift| at 0.80 pi = {abs(shift_s):.1e} eV")
print(f"third-neighbour hopping = {t3:.2f} eV")
print(f"  shift at k = 0.80 pi = {shift_t3:.5f} eV")
print(f"  shift at k = pi = {shift_t3_pi:.5f} eV")
print(f"narrow ribbon: {n_rib} lines, width = {width_nm:.3f} nm "
      f"= {10*width_nm:.2f} angstrom")
print(f"  edge splitting, k = 0.80 pi = {split_12:.5f} eV")
print(f"  splitting formula (t' = 0) = {split_formula:.5f} eV")
print(f"  splitting with {2*n_rib} lines = {split_24:.2e} eV")
print(f"  edge splitting, k = 0.70 pi = {split_near:.4f} eV")
print(f"thermal energy at 300 K = {kT:.4f} eV")
print(f"Hubbard repulsion = {repulsion:.2f} eV (80 k points)")
print(f"  edge moment = {moment_f:.4f} electron spins")
print(f"  level splitting at k = pi = {spin_split_f:.4f} eV")
print(f"  gap of the ribbon = {gap_f:.4f} eV")
print(f"  shift of splitting, 40 to 80 k = {spin_split_f-spin_split:.1e} eV")
print(f"  shift of gap, 40 to 80 k = {gap_f-gap:.1e} eV")
print("no test failed")
```

Running it gives:

```
first-neighbour hopping t = 2.70 eV
second-neighbour hopping t' = 0.100 eV
lattice constant a = 0.246 nm
coordination, edge atom = 2, inner = 3
bearded edge, largest error of identity = 1.618
at k = 0.80 pi: c = 0.6180, edge weight = 0.6180
zero-mode mean energy, k = 0.80 pi = 0.23820 eV
sublattice ratio r, k = 0.80 pi = -0.02290
decay factors, k = 0.80 pi = -0.61856, 0.00085
zigzag lines in wide ribbon = 240
k = 0.69 pi: diagonalized 0.28758 eV, formula 0.28758 eV
k = 0.75 pi: diagonalized 0.25858 eV, formula 0.25858 eV
k = 0.80 pi: diagonalized 0.23820 eV, formula 0.23820 eV
k = 0.90 pi: diagonalized 0.20979 eV, formula 0.20979 eV
k = 1.00 pi: diagonalized 0.20000 eV, formula 0.20000 eV
Dirac-point energy = 0.30000 eV
edge bandwidth = 0.10000 eV = 0.003675 hartree
edge velocity at k = 0.75 pi = -5.285e+04 m/s
edge-atom weight, 240 lines over 80 lines:
  k = 0.75 pi, t' = 0.1 eV: 1.0000
  k = 0.60 pi, t' = 0.1 eV: 0.3360
  k = 0.75 pi, t' = 0.8 t: 0.3377
trial edge potential = 0.050 eV
  level at k = 0.80 pi = 0.26909 eV
  first-order formula = 0.26910 eV
  depth below Dirac point at k = pi = 0.05000 eV
overlap s = 0.10: |shift| at 0.80 pi = 5.1e-13 eV
third-neighbour hopping = 0.20 eV
  shift at k = 0.80 pi = 0.00367 eV
  shift at k = pi = -0.00000 eV
narrow ribbon: 12 lines, width = 2.414 nm = 24.14 angstrom
  edge splitting, k = 0.80 pi = 0.01044 eV
  splitting formula (t' = 0) = 0.01036 eV
  splitting with 24 lines = 3.28e-05 eV
  edge splitting, k = 0.70 pi = 0.3713 eV
thermal energy at 300 K = 0.0259 eV
Hubbard repulsion = 2.70 eV (80 k points)
  edge moment = 0.2719 electron spins
  level splitting at k = pi = 0.7342 eV
  gap of the ribbon = 0.3403 eV
  shift of splitting, 40 to 80 k = 1.3e-06 eV
  shift of gap, 40 to 80 k = -4.4e-03 eV
no test failed
```
